# The mean-time clock in kinetic Monte Carlo and its missing variance

## What goes wrong

A kinetic Monte Carlo run of crystal growth produces a sequence of events and a time for each. The time can be advanced after each event by a random exponential increment, or by the mean of that increment, $1/R$, where $R$ is the total rate of all possible events. Without knowing what this replacement preserves, one can go wrong in three ways.

One can read the spread of the simulated times as a physical spread. In the example below, the first nucleation on a short row of surface sites, the mean clock gives a standard deviation of 0.234 s where the model's true value is 0.264 s. One can also reject the mean clock as an approximation, although its mean nucleation time has no bias. Or one can trust it where it fails: if the flux is shut off after $1/24\approx0.0417$ s, an atom has landed by then in 39 % of true runs, but in no run with the mean clock.

The result that sorts out these cases is as follows. Let the rates be constant as long as the configuration does not change, and let the sequence of events alone decide when a run ends. The mean clock then keeps the law of the event sequence and the mean elapsed time $E[T]$. The variance splits into

$$\mathrm{Var}\,T=\mathrm{Var}\Big(\sum_{k=1}^{N}\frac1{R_k}\Big)+E\Big[\sum_{k=1}^{N}\frac1{R_k^2}\Big], \qquad (1)$$

and the mean clock loses the second term. Here $R_k$ is the total rate in the configuration from which event $k$ starts, and $N$ is the number of events in the run. Both $N$ and the $R_k$ generally differ between runs, so the first term survives.

## First derivation: fix the path, then average

**One event.** In configuration $s$ let channel $i$ have rate $r_i$, and let $R=\sum_i r_i>0$. Each channel has an independent exponential clock, and the first to ring decides the event. The joint probability density that channel $i$ wins at time $t$ is the density that clock $i$ rings at $t$ times the probability that the others are still silent:

$$r_i e^{-r_i t}\prod_{j\ne i}e^{-r_j t}=r_i e^{-Rt}=\frac{r_i}{R}\;\big(R\,e^{-Rt}\big). \qquad (2)$$

The result is a product of a function of $i$ and a function of $t$. The winner therefore has probability $r_i/R$, the wait is exponential with rate $R$, and the two are independent. A landing that wins against fast hops therefore tells nothing about the length of the wait: given the configuration, its wait has the same distribution as that of a winning hop.

**A whole run.** An exponential clock has no memory, so after each event all clocks can be started afresh with the rates of the new configuration. The joint density of a path with winners $i_1,\dots,i_n$ and waits $t_1,\dots,t_n$ is

$$\prod_{k=1}^{n}\frac{r_{i_k}}{R_k}\;\prod_{k=1}^{n}R_k e^{-R_k t_k}. \qquad (3)$$

Whether the run ends at event $n$ can be read from the winners, by assumption. The stopping rule thus puts no restriction on the $t_k$, and each integral over $t_k$ from 0 to $\infty$ equals 1. What remains, $\prod_k r_{i_k}/R_k$, is the probability of the sequence. The mean clock draws its events with these same probabilities, so the sequence law is unchanged.

Dividing (3) by this probability shows that, for a given path, the waits are independent exponentials. Their moments follow by integration by parts:

$$\int_0^\infty tRe^{-Rt}dt=\int_0^\infty e^{-Rt}dt=\frac1R,\qquad
\int_0^\infty t^2Re^{-Rt}dt=2\int_0^\infty te^{-Rt}dt=\frac2{R^2}.$$

The variance of one wait is $2/R^2-1/R^2=1/R^2$.

**The elapsed time.** Define

$$A=\sum_{k=1}^N\frac1{R_k},\qquad B=\sum_{k=1}^N\frac1{R_k^2},\qquad D=\sum_{k=1}^N\Big(t_k-\frac1{R_k}\Big),$$

so that $T=A+D$. The mean clock reads $A$. For a given path each term of $D$ has mean zero, so $E[D\,|\,\text{path}]=0$ and $E[T]=E[A]$. For the variance, expand the square:

$$\mathrm{Var}\,T=E\big[(A-E[A])^2\big]+2E\big[(A-E[A])\,D\big]+E\big[D^2\big].$$

In the middle term $A-E[A]$ is fixed once the path is given, so averaging over the waits first gives $E[(A-E[A])\,E[D|\text{path}]]=0$. In the last term the products of two different waits average to zero, because the waits are independent with zero mean deviation. The squares leave $E[D^2|\text{path}]=\sum_k1/R_k^2=B$. Hence

$$\mathrm{Var}\,T=\mathrm{Var}\,A+E[B],$$

which is (1). The moments $E[A^2]$ and $E[B]$ must be finite.

This also shows how to repair the mean clock. If each run records $B$ beside $A$, the variance of $A$ plus the average of $B$ estimates the true variance. If only $E[T]$ is wanted, the smaller variance is an advantage: the squared standard error from a given number of runs is $\mathrm{Var}\,A$ rather than $\mathrm{Var}\,T$, divided by that number.

## Second derivation: moments from the master equation

This route never separates a true run into a path and its waits. Take a finite set of configurations in which a run is still going on, and let the run end on leaving the set. Let the end be reachable from every configuration. Let $W_{ss'}$ be the rate from $s$ to $s'$ inside the set, and $R_s$ the total rate out of $s$, including events that end the run. The generator is $G=W-\mathrm{diag}(R)$.

**The true clock.** Let $S_s(t)$ be the probability that a run started in $s$ is still going on at time $t$. During a first short time $dt$ the run moves to $s'$ with probability $W_{ss'}dt$, and nothing happens with probability $1-R_sdt$. Therefore

$$S_s(t+dt)=(1-R_sdt)S_s(t)+\sum_{s'}W_{ss'}dt\,S_{s'}(t)
\;\Rightarrow\;\frac{dS}{dt}=GS,\quad S_s(0)=1. \qquad (4)$$

The density of $T$ is $-dS/dt$. Since $S$ decays exponentially in a finite set from which the end can be reached, boundary terms at infinity vanish, and integration by parts gives

$$m\equiv E[T]=\int_0^\infty S\,dt,\qquad u\equiv E[T^2]=2\int_0^\infty tS\,dt,$$

both vectors labelled by the starting configuration. Integrate (4) over time. The left side is $S(\infty)-S(0)=-1$, so $Gm=-1$. Now multiply (4) by $2t$ and integrate. The left side is $-2\int S\,dt=-2m$, so $Gu=-2m$. Written out,

$$R_sm_s-\sum_{s'}W_{ss'}m_{s'}=1,\qquad R_su_s-\sum_{s'}W_{ss'}u_{s'}=2m_s.$$

Divide by $R_s$, with $a_s=1/R_s$ and $P_{ss'}=W_{ss'}/R_s$:

$$m=a+Pm,\qquad u=2am+Pu=2a^2+2a(Pm)+Pu, \qquad (5)$$

where products such as $am$ are taken entry by entry, and the last form uses the first equation.

**The mean clock.** Its first step adds $a_s$ and then moves to $s'$ with probability $P_{ss'}$, or ends. The remaining reading $A'$ is that of a run started in $s'$, or zero if the run has ended. The mean of $A=a_s+A'$ thus obeys $E[A]=a+P\,E[A]$, the same equation as $m$. The solution is unique: a difference $x$ of two solutions obeys $x=Px=P^nx$, and $P^n$ tends to zero because it holds the probabilities of not having ended after $n$ events. So $E[A]=m$.

Squaring $a_s+A'$ and averaging gives, for $q=E[A^2]$,

$$q=a^2+2a(Pm)+Pq. \qquad (6)$$

Subtract (6) from (5). The cross terms cancel, and $d=u-q$ obeys $d=a^2+Pd$. As the means agree, $d$ is also the difference of the variances. The same first-step argument for $B=a_s^2+B'$ gives $E[B]=a^2+P\,E[B]$. By uniqueness $d=E[B]$, which is (1) again. The lost variance is traced to one factor: the mean square of an exponential wait is $2a^2$, that of a fixed increment $a^2$.

**Where the lost variance arises.** Multiply $d=a^2+Pd$ by $R_s$ to obtain $-Gd=a$. Since $\int_0^\infty e^{Gt}dt=-G^{-1}$,

$$E[B]=\int_0^\infty e^{Gt}a\,dt=E\Big[\int_0^T\frac{dt}{R(s(t))}\Big]. \qquad (7)$$

Each unit of time spent in a configuration contributes its mean wait. Slow configurations therefore weigh most per unit of time.

## What the split depends on

Suppose atoms land on a surface at total rate $\phi$, every configuration has the same total rate $R$, and the run ends at landing number $n$. Each event is a landing with probability $p=\phi/R$. Let $g$ be the number of events needed for one landing. After the first event there is either a landing or a fresh start, so

$$E[g]=1+(1-p)E[g]\Rightarrow E[g]=\frac1p,$$

$$E[g^2]=1+(1-p)\big(2E[g]+E[g^2]\big)\Rightarrow E[g^2]=\frac{2-p}{p^2},\quad \mathrm{Var}\,g=\frac{1-p}{p^2}.$$

With $n$ independent copies of $g$ and $pR=\phi$,

$$\mathrm{Var}\,A=\frac{n(1-p)}{p^2R^2}=\frac{n(1-p)}{\phi^2},\qquad
E[B]=\frac{n}{pR^2}=\frac{np}{\phi^2}. \qquad (8)$$

The sum is $n/\phi^2$, whatever the hop rate. The removed share is $p$. If every event is a landing, $p=1$ and the mean clock loses all the variance. If hops are far more frequent than landings, $p\ll1$ and it loses little, because the random number of hops between landings restores the spread.

The removed part thus depends on the list of simulated events and is not fixed by the distribution of $T$ alone. Null events, which leave the configuration as it is, show this in general. Add them so that every total rate becomes $\Lambda$. The physical process and $\mathrm{Var}\,T$ do not change, but now $A=N/\Lambda$ and $B=N/\Lambda^2=A/\Lambda$, so $E[B]=E[T]/\Lambda$. This tends to zero as $\Lambda$ grows, at the price of more events to simulate.

## First nucleation on a silicon row

On Si(001) an adatom moves much more easily along a dimer row than across it, which makes a single row a sensible small model. The row has 12 sites between two steps that absorb adatoms. Atoms land at a rate of one per site per second. The program labels this 1 ML/s, counting one atom per site as a layer; on real Si(001) a site along a dimer row spans two surface atoms, so the flux is 0.5 ML/s in the usual count. The run ends when two adatoms become neighbours, or when an atom lands on or beside an adatom. The hop barrier is 0.65 eV and the attempt frequency $10^{13}$ s$^{-1}$, both rough values. At 300 K the hop rate to each side is

$$h=10^{13}\,e^{-25.14}\ \mathrm{s^{-1}}\approx120\ \mathrm{s^{-1}}.$$

The total rate is $\phi=12\times1=12$ s$^{-1}$ for the empty row and $12+2\times120.36=252.7$ s$^{-1}$ with one adatom. There are 377 configurations before nucleation, so the linear equations of the second derivation can be solved directly. They give $E[T]=0.3164$ s and

$$\mathrm{Var}\,A=0.05460\ \mathrm{s^2},\quad E[B]=0.01495\ \mathrm{s^2},\quad \mathrm{Var}\,T=0.06955\ \mathrm{s^2}.$$

The mean clock loses $0.01495/0.06955=21.5\,\%$ of the variance. For the mean time alone it needs 21.5 % fewer runs at equal standard error.

In each configuration a landing wins with probability $\phi/R_k$, so the mean number of landed atoms is $E[\sum_k\phi/R_k]=\phi E[T]=12\times0.3164=3.80$. The mean number of events is 43.1; the other 39 or so are hops.

The lost variance comes mainly from the empty row. One wait there contributes $1/12^2=6.9\times10^{-3}$ s$^2$. Any other configuration has $R\ge252.7$ s$^{-1}$ and contributes at most $1.57\times10^{-5}$ s$^2$ per event. Even 43.1 such events would give only $6.8\times10^{-4}$ s$^2$, less than 5 % of $E[B]$.

Three tests bear on these statements. Numerical time integration of the survival probability gives a mean of 0.31641 s and a variance of 0.069550 s$^2$, equal to the values above to all printed digits. In 40 000 runs in which every channel drew its own clock, the variance was 0.070 s$^2$; in as many runs with the mean clock it was 0.055 s$^2$, and adding the average of $B$ raised it to 0.070 s$^2$. Exactly two atoms had landed when the run ended in 30.3 % and 30.6 % of the runs, a difference of about one standard error, as expected if the sequence laws agree.

With null events that raise every total rate to 2184.5 s$^{-1}$, $E[B]=0.3164/2184.5=1.45\times10^{-4}$ s$^2$. The removed share falls from 21.5 % to 0.21 %, for the same row and the same nucleation times.

**The hot limit.** When adatoms reach a step long before the next landing, nearly all the time is spent waiting on an empty row. Each such wait starts an attempt that leads to nucleation with some probability $\varepsilon$, and otherwise the row becomes empty again. This is (8) with $n=1$, $p=\varepsilon$ and total rate $R=\phi$, so that $pR=\varepsilon\phi$ takes the place of $\phi$ there, because the short waits with adatoms present can be dropped. The mean time is then $1/(\varepsilon\phi)$ and the removed share is $\varepsilon\approx1/(\phi E[T])$. With flux, barrier and length held fixed, the model gives $E[T]=3.541$ s at 350 K, so the estimate is $1/(12\times3.541)=2.4\,\%$; the full solution gives 2.3 %. At 300 K the condition fails. The empty row supplies more than 95 % of $E[B]$, so it occurs about 2.1 times per run (2.08 when the linear equations are solved) and lasts about $2.08/12\approx0.17$ s of the 0.316 s; adatoms are present for the rest. Here $\varepsilon\approx1/2.1$ is nearly one half, while $1/(\phi E[T])$ is 26 % and the full share 21.5 %. The nearness of the last two numbers does not mean that the approximation holds. At 280 K the full share is 36 %.

**The model beside real growth.** One atom per site per second corresponds to roughly 0.07 nm/s on Si(001), a plausible rate for molecular beam epitaxy. The temperature is far below the several hundred degrees Celsius usual for good silicon epitaxy, and a terrace of 12 sites, about 4.6 nm, is very short. The numbers should not be carried over to such growth. Within the model, the result is sensitive to the barrier: a shift of $-0.05$ or $+0.05$ eV changes the removed share from 21.5 % to 8.5 % or 37.5 %. Real steps need not absorb equally at both ends; a fully reflecting end gives 33 %. Captured atoms also move the steps, and a row of 10 sites gives 19 %. A first tunnelling correction, which takes the attempt frequency as the barrier frequency, raises the hop rate by 11 %, small beside the factor of about 7 from 0.05 eV. With a rough barrier of 1.0 eV, hops across rows number $5\times10^{-5}$ per run. The row holds 0.52 adatoms on average, so neighbouring rows would often be occupied too; their influence is left out and its size is not known from this model.

## What each derivation assumes

Both derivations need rates that stay constant while the configuration does. In the first, a time-dependent rate turns (2) into $r_i(t)\exp(-\int_0^tR\,dt')$. The winner then depends on the wait unless all ratios $r_i/R$ stay fixed, and the mean wait is in general no longer $1/R$. In the second, $G$ becomes a function of time and cannot be taken out of the integrals that led to (5). A temperature ramp breaks both.

Both also need an end that is fixed by events. If the state is observed at a set time $t$, the condition $t_1+t_2+\dots\le t$ restricts the waits, and the integrals over (3) no longer give 1. In the example the mean clock places the first landing at $1/12=0.0833$ s in every run, and nucleation needs at least one event more. By 0.0833 s the true process has nucleated in 12.8 % of runs, the mean clock in none. The shutter of the opening paragraphs closes at half this time, when the true chance of a landing is $1-e^{-1/2}=39\,\%$. Such questions call for exponential increments.

Beyond this common ground the assumptions differ. The first derivation needs no finite set of configurations, and the rates may depend on all earlier events. The run may end after a given number of events or at a given configuration. The exponential form enters the variance only through the value $1/R_k^2$: the same algebra holds for other waits that are independent for a given path, with their own means and variances. This derivation also proves that the whole sequence law is kept, and it supplies the quantity $B$ to record in a simulation.

The second derivation, as given, needs a finite set, rates that depend on the present configuration, and an end reachable from everywhere. A run of fixed event number fits in only if the count is made part of the configuration. It compares moments and does not by itself prove that the sequence laws agree. In return it gives the true variance and both its parts for every starting configuration without sampling error, and (7) shows where the lost part arises. The main computed values are collected in the numerical output below.

## Table of computed values

```
sites in row: 12; configurations: 377
flux: 1.00 ML/s; temperature: 300 K
attempt frequency: 1.0e+13 1/s
barrier along row: 0.65 eV; across: 1.00 eV
hop rate to each side: 120.36 1/s
total rate, empty row: 12.00 1/s
total rate, one adatom: 252.72 1/s
mean time to nucleation: 0.31641 s
mean number of events: 43.12
mean number of landed atoms: 3.797
true variance: 0.069550 s^2
mean-clock variance: 0.054599 s^2
removed waiting variance: 0.014951 s^2
removed share of variance: 21.50 %
true standard deviation: 0.26372 s
mean-clock standard deviation: 0.23366 s
quadrature mean: 0.31641 s; variance: 0.069550 s^2
simulated runs per method: 40000
race simulation mean: 0.3165 s
race simulation variance: 0.06973 s^2
mean-clock simulation mean: 0.3160 s
mean-clock simulation variance: 0.05473 s^2
variance recovered from mean clock: 0.06965 s^2
wait times R, landing wins: 1.0019; hop wins: 1.0009
nucleation by second landed atom, race: 0.3031
nucleation by second landed atom, mean clock: 0.3064
rate with null events: 2184.5 1/s
removed share with null events: 0.208 %
early observation time: 0.08333 s
nucleated by then, true: 0.1284; mean clock: 0.0000
shutter time: 0.04167 s
first atom landed by then, true: 0.3935; mean clock: 0.0000
T = 280 K: mean time 0.2561 s, removed share 36.18 %
T = 300 K: mean time 0.3164 s, removed share 21.50 %
T = 320 K: mean time 0.6599 s, removed share 10.69 %
T = 350 K: mean time 3.5413 s, removed share 2.27 %
neglected: cross-row hops per run: 5.19e-05
mean adatom number on row: 0.516
barrier shift -0.05 eV: mean time 0.8520 s, removed share 8.53 %
barrier shift +0.05 eV: mean time 0.2557 s, removed share 37.50 %
one reflecting edge: mean time 0.2375 s, removed share 33.16 %
row of 10 sites: mean time 0.4348 s, removed share 18.68 %
first tunnelling correction to hop rate: 10.7 %
```
